# Quantum lithography: fine NOON fringes and the cost of photon coincidence

Suppose an exposure tool is planned on this argument: entangled photons arrive together, so a two-photon resist absorbs a pair as readily as an ordinary resist absorbs one photon, and the fringes are twice as fine at no cost. For the parameters below, with one perfect pair in each of 80 million pulses per second, the tool would need about 300,000 years for one exposure. The fringe period in the argument is right. The arrival together is wrong: the state that gives the finest fringes has photons correlated in momentum, and they are spread over the field.

## The counter-example: one pair in two beams

Atomic units are used in the algebra. Two beams of the same wavelength $\lambda$ meet in the resist with opposite transverse wave numbers $\pm k$, where $k=2\pi\,\mathrm{NA}/\lambda$ and NA is the numerical aperture. The field is scalar, which fits polarization perpendicular to the plane of incidence. The illuminated length is $L$, with periodic boundary conditions, and $kL/2\pi$ is an integer.

The two-photon NOON state has both photons in one beam or both in the other, in equal superposition. Its position amplitude is

$$\psi(x_1,x_2)=\frac{1}{\sqrt2\,L}\left[e^{ik(x_1+x_2)}+e^{-ik(x_1+x_2)}\right].$$

The square of the bracket is $2+2\cos 2k(x_1+x_2)$, so

$$|\psi(x_1,x_2)|^2=\frac{1}{L^2}\left[1+\cos 2k(x_1+x_2)\right].$$

At one absorber, $x_1=x_2=x$, this is $L^{-2}(1+\cos4kx)$, with period $\pi/2k=\lambda/(4\,\mathrm{NA})$. One-photon interference gives $1+\cos2kx$, with period $\lambda/(2\,\mathrm{NA})$. The fringes are indeed twice as fine.

Now ask where the second photon is. Integrating over $x_2$ removes the cosine, because the field holds a whole number of its periods:

$$\int_0^L|\psi(x_1,x_2)|^2\,dx_2=\frac1L .$$

The first photon is uniformly distributed. Dividing the joint density by $1/L$ gives the density of the second photon when the first is found at $x$:

$$\rho(x_2|x)=\frac1L\left[1+\cos2k(x+x_2)\right]\le\frac2L .$$

The second photon may be anywhere in the field. At best it is twice as likely to be at the absorber as a photon that knows nothing of the first. The density depends on $x_1+x_2$ and not on $x_1-x_2$, whereas arrival together would require a narrow distribution of $x_1-x_2$.

## What the absorber measures

Let $a$ and $b$ annihilate photons in the two beams, let $\phi=2kx$, and define

$$E=a\,e^{i\phi/2}+b\,e^{-i\phi/2}.$$

The absorber has a ground level $g$, a middle level $i$ detuned by $\Delta$, and a final level $f$ at two-photon resonance. With coupling $\gamma$ on both steps, the amplitude operator for reaching $f$ after time $t$ is, to second order,

$$c_f=-\gamma^2E^2\int_0^t dt_1\,e^{-i\Delta t_1}\int_0^{t_1}dt_2\,e^{i\Delta t_2}.$$

The inner integral is $(e^{i\Delta t_1}-1)/(i\Delta)$. Hence

$$c_f=\frac{i\gamma^2}{\Delta}E^2\left[t-\frac{1-e^{-i\Delta t}}{i\Delta}\right].$$

For $\Delta t\gg1$ the second term in the bracket is negligible, and the excitation probability is

$$P_f=\left(\frac{\gamma^2t}{\Delta}\right)^2G_2,\qquad G_2=\langle E^{\dagger2}E^2\rangle .$$

This holds for weak excitation. In a resist the final level is broad, which changes the dependence on time but leaves the field factor $G_2$, provided the light is narrow compared with the level. For $N$ photons and far-detuned intermediate levels, the field factor is likewise $G_N=\langle E^{\dagger N}E^N\rangle$.

For the NOON state $(|N,0\rangle+|0,N\rangle)/\sqrt2$, use $a^N|N\rangle=\sqrt{N!}\,|0\rangle$:

$$E^N|\mathrm{NOON}\rangle=\sqrt{\frac{N!}{2}}\left(e^{iN\phi/2}+e^{-iN\phi/2}\right)|0,0\rangle,$$

$$G_N^{\rm NOON}=N!\,(1+\cos N\phi).$$

Coherent light with mean photon number $n$, shared equally by the beams, is an eigenstate of $E$ with eigenvalue $2\sqrt{n/2}\cos(\phi/2)$. Therefore

$$G_N^{\rm coh}=\left[2n\cos^2(\phi/2)\right]^N=n^N(1+\cos\phi)^N .$$

This pattern already contains the fine harmonic. Since $1+\cos\phi=\tfrac12(e^{i\phi/2}+e^{-i\phi/2})^2$, the extreme terms of the $N$th power are $2^{-N}(e^{iN\phi}+e^{-iN\phi})=2^{1-N}\cos N\phi$. At equal mean number, $n=N$, the ratio of fine harmonics is

$$\frac{\text{coherent}}{\text{NOON}}=\frac{N^N\,2^{1-N}}{N!},$$

which is 1, 1.125 and 1.333 for $N=2,3,4$. What the NOON state achieves here is the removal of the coarser harmonics. It does not make the fine one stronger than in coherent light of the same mean number.

Part of the coherent signal comes from number fluctuations. Exactly $N$ photons, each in the same equal superposition of the two beams, give $G_N=N!\,(1+\cos\phi)^N$, because each application of $E$ to a state of $j$ such photons removes one and contributes a factor $\sqrt j\,\sqrt2\cos(\phi/2)$, and the squares of the $\sqrt j$ multiply to $N!$. Against that state, the NOON fine harmonic is larger by $2^{N-1}$. The comparison must therefore say what is held fixed.

## The pair in a resist

Take two-photon polymerization of an acrylate resist with near-infrared femtosecond pulses. The rough or chosen parameters are $\lambda=800$ nm, NA $=0.8$, resist index 1.5, a square field of side 10 µm, flat pulses of $T=100$ fs at 80 MHz, and a two-photon cross-section $\delta=10^{-48}$ cm⁴ s. The target is a mean excited fraction of 0.01 of the initiator molecules.

The one-photon period is $800/(2\times0.8)=500$ nm. The NOON period is 250 nm, or 2500 Å.

In the resist, the sine of the beam angle is $0.8/1.5$ and its cosine is 0.846. The beam cross-section is thus $A_b=(10^{-3}\ \text{cm})^2\times0.846=8.46\times10^{-7}$ cm². The photon flux operator is $F=E^\dagger E/(A_bT)$. With $\delta$ defined by photon loss, each excitation removes two photons, which gives a factor one half:

$$p=\frac{\delta}{2}\int_0^T\langle{:}F^2{:}\rangle\,dt=\frac{\delta\,G_2}{2A_b^2T}.$$

The colons denote normal ordering. The fringe average of $G_2$ is 2 for the pair, so

$$\bar p_{\rm pair}=\frac{\delta}{A_b^2T}=\frac{10^{-48}}{(8.46\times10^{-7})^2\times10^{-13}}=1.4\times10^{-23}.$$

The exposure lasts $0.01/(1.4\times10^{-23}\times8\times10^7)=8.9\times10^{12}$ s, or $2.8\times10^5$ years. If the side of the field becomes 100 µm with the pulse unchanged, the area grows by 100 and the probability falls by $10^4$, to $1.4\times10^{-27}$. In so wide a field, pulses with untilted fronts are 267 fs apart at the edge, and fringes survive only over the central $cT/\mathrm{NA}\approx38$ µm.

For coherent pulses the average of $(1+\cos\phi)^2$ is $3/2$, so $\bar p_{\rm coh}=\tfrac34n^2\delta/(A_b^2T)$. Reaching the target in 1 s requires $0.01/(8\times10^7)=1.25\times10^{-10}$ per pulse, hence

$$n=\sqrt{\frac{1.25\times10^{-10}}{0.75\times1.4\times10^{-23}}}=3.5\times10^6 ,$$

a mean power of only 0.07 mW. These pulses do not write a pure 250 nm pattern: $(1+\cos\phi)^2=\tfrac32+2\cos\phi+\tfrac12\cos2\phi$ is dominated by the 500 nm harmonic. The comparison concerns signal, not equal images.

It is true that the absorption of well-separated pairs is linear in the pair rate. Linearity says nothing about the size of the coefficient, and the coefficient here is $1.4\times10^{-23}$ per pair.

## The correct general statement

Let the optics pass the modes $e^{2\pi imx/L}$ with integer $|m|\le M$, where $M=L\,\mathrm{NA}/\lambda$. A general $N$-photon state has a symmetric, normalized amplitude $c(m_1,\dots,m_N)$:

$$\psi(x_1,\dots,x_N)=L^{-N/2}\sum_{m_1\dots m_N}c(m_1,\dots,m_N)\,e^{2\pi i(m_1x_1+\dots+m_Nx_N)/L}.$$

Let $P(K)$ be the probability that the total mode number $\sum_jm_j$ equals $K$, and let $W(K)$ be the number of ordered $N$-tuples with that sum. Define the bunching factor

$$C=L^{N-1}\int_0^L|\psi(x,\dots,x)|^2dx .$$

It equals 1 when the joint density on the line of coincidence averages to that of independent uniform photons. Then:

1. $C\le\sum_KP(K)\,W(K)$, and a state whose amplitude is constant over all tuples of each $K$ reaches the bound.
2. The finest harmonic that the band allows, $\cos(4\pi NMx/L)$, has an amplitude in $L^N|\psi(x,\dots,x)|^2$ of at most 1. The NOON state reaches this value, with $C=1$.

So entanglement can bring photons together, but the state with the strongest finest fringe has no bunching. Bunching can be added at the finest period only as background: with $S_{\pm NM}=\pm s$ and $S_0=t$ real, the pattern is $t^2+4s^2\sin^2(2\pi NMx/L)$. For $N=2$, $M=10$ and $P(0)=1/22$ this gives $C=1.91$ at visibility 0.5, while the fringe amplitude stays below 1.

**Proof of 1.** Put all positions equal to $x$ and collect the terms of each total:

$$\psi(x,\dots,x)=L^{-N/2}\sum_KS_K\,e^{2\pi iKx/L},\qquad S_K=\sum_{\sum m_j=K}c(m_1,\dots,m_N).$$

Waves of different $K$ are orthogonal on the field, and each has squared norm $L$. Therefore

$$C=L^{N-1}\,L^{-N}\,L\sum_K|S_K|^2=\sum_K|S_K|^2 .$$

The sum $S_K$ is the scalar product of $c$ with a vector of $W(K)$ ones. The Cauchy-Schwarz inequality gives

$$|S_K|^2\le W(K)\sum_{\sum m_j=K}|c|^2=W(K)\,P(K).$$

Summing over $K$ proves the bound. Equality holds when $c$ is proportional to the vector of ones for each $K$. Such an amplitude is symmetric under exchange, so photons may have it.

**Proof of 2.** In $|\sum_KS_Ke^{2\pi iKx/L}|^2$, the frequency $2NM/L$ can arise only from the pair $K=NM$ and $K=-NM$, the two ends of the range. The amplitude of that cosine is $2|S_{NM}||S_{-NM}|$. Only one tuple has each of these sums, namely all $m_j=M$ or all $m_j=-M$, so $|S_{\pm NM}|^2=P(\pm NM)$. Then

$$2|S_{NM}||S_{-NM}|\le P(NM)+P(-NM)\le1 .$$

Equality requires both probabilities to be one half, which is the NOON state up to a relative phase. Its bunching factor is $C=\tfrac12+\tfrac12=1$.

Result 2 is for states of exactly $N$ photons. Coherent light of mean number $N$, with its signal divided by the same $N!$, equals this limit for $N=2$ and exceeds it for $N\ge3$, because its components with more than $N$ photons also excite the absorber.

## How coincidence falls with the field

For $N$ photons in the NOON state, the joint density is $L^{-N}[1+\cos(2k\sum_jx_j)]$. Integrating over any one position removes the cosine, so any $N-1$ of the photons are independent and uniform. The chance that all $N$ lie in a cell of width $w$ centred at $x_0$ follows from

$$\int_{x_0-w/2}^{x_0+w/2}e^{2ikx}dx=w\,e^{2ikx_0}\,\frac{\sin kw}{kw}.$$

The product of $N$ such factors and its complex conjugate give

$$p_w=\left(\frac wL\right)^N\left[1+\left(\frac{\sin kw}{kw}\right)^N\cos(2Nkx_0)\right].$$

For a given absorber the chance falls as $L^{-N}$. Added over all $L/w$ cells of the field, the cosine averages out when the cells sample its periods evenly, and the chance that the photons meet somewhere falls as $(w/L)^{N-1}$. For $N=2$ in a plane, the chance at a given absorber falls as the inverse square of the area, which gives the factor $10^{-4}$ found above. The penalty disappears when the field is hardly larger than the cell, but then there is no extended pattern to write.

## States that do arrive together

The smallest bunched example has one photon in each beam: $c(M,-M)=c(-M,M)=1/\sqrt2$. Here $S_0=\sqrt2$ and $C=2$, twice the NOON value. Since $K=0$ is the only total present, the deposition is uniform. The gain in coincidence has cost the fringes.

Intermediate cases use totals $K$ and $-K$ with equal weight, and constant amplitude on the $2W(K)$ tuples. Normalization gives $c=1/\sqrt{2W(K)}$, so $S_{\pm K}=\sqrt{W(K)/2}$ and

$$L^N|\psi(x,\dots,x)|^2=\frac{W(K)}2\left|2\cos\frac{2\pi Kx}{L}\right|^2=W(K)\left[1+\cos\frac{4\pi Kx}{L}\right].$$

The period is $L/2K$. At $K=NM$ it is the finest one and $W=1$. At $K=M$ it is the one-photon period.

To count tuples near the edge, set $K=NM-j$ and $m_i=M-q_i$. The non-negative integers $q_i$ must add up to $j$. Placing $N-1$ dividers among $j$ units gives

$$W(NM-j)=\binom{j+N-1}{N-1},\qquad 0\le j\le2M,$$

where the upper limit ensures that no $q_i$ exceeds $2M$. For $N=2$ and $M=10$, which is the field of the example, the one-photon period has $j=10$ and $W=11$. A pair state with 500 nm fringes can thus have 11 times the mean coincidence of the one with 250 nm fringes. For $N=3$ at the same $M$, $j=20$ and $W=231$. For $N=4$, $j=30$ exceeds $2M=20$, so the tuples in which one $q_i$ is 21 or more must be subtracted. Taking 21 units from that $q_i$ leaves 9 to distribute, and two such $q_i$ cannot occur together, so $W=\binom{33}{3}-4\binom{12}{3}=5456-880=4576$. At the finest period $W=1$ in every case.

For a large field, write $m_i=2M(u_i-\tfrac12)$, with $u_i$ nearly continuous between 0 and 1. There are about $(2M)^N$ tuples, and one step of $K$ is a step $1/2M$ in $s=\sum_iu_i$. If $f_N(s)$ is the probability density of a sum of $N$ independent uniform variables, then

$$W(K)\simeq(2M)^{N-1}f_N\!\left(\frac N2+\frac K{2M}\right).$$

At the one-photon period, $f_N$ is 0.50, 0.50 and 0.48 for $N=2,3,4$. Since $2M=2L\,\mathrm{NA}/\lambda$, the total coincidence density of the bunched state is

$$\int_0^L|\psi(x,\dots,x)|^2dx=\frac{W(K)}{L^{N-1}}\simeq f_N\left(\frac{2\,\mathrm{NA}}{\lambda}\right)^{N-1},$$

which no longer depends on $L$. For a pair at the one-photon period, the median distance of the two photons is about half a one-photon period, wherever in the field they are. Closer to the top frequency the median is larger, but at a fixed fraction of that frequency below 1 it does not grow with a large field. The distribution has a tail falling as the inverse square of the distance, so the root-mean-square distance still grows as $\sqrt L$. The chance at one given absorber still falls as $1/L$, as it does for a single photon. A large field is therefore not fatal to every entangled state. At a fixed fraction of the top frequency below 1, the field-size penalty on meeting can be removed; for the amplitude of the fringe at the top frequency it remains in full.

These bounds assume propagating light limited by the stated aperture. Near fields from a structure close to the resist contain larger wave numbers and need a new count.

## Can bunching in the other directions save the exposure?

The fringes vary along $x$. The pair may still be bunched along the fringe lines and in time. With a square pupil, the largest count along the lines is $W(0)=2M+1=21$. The corner of that pupil has an aperture of $0.8\sqrt2=1.13$, so immersion is needed.

In time, the same count applies to frequencies spaced by $1/T$. Holding the sum of the two frequencies at twice the central one, and allowing each to run from zero to that sum, gives 76 combinations. This is a rough estimate and not a bound, since it assumes an unchanged $\delta$ over an enormous spectrum. A photon near an intermediate level raises the response: for a ladder with one intermediate level of half width 0.15 eV placed between 2.4 and 6 eV, the best gain ranges from about 50 to 170. At a fixed aperture the two gains do not fully multiply, because photons of lower frequency have fewer modes along the lines. Even the full product, $21\times76=1596$, would leave an exposure of about 180 years, or about 80 to 260 years over that range of time gains.

## The model beside a real resist

Real two-photon writing usually focuses the beam to a spot of about a micrometre or less, at intensities far above the $2\times10^7$ W/cm² found here at the crests of the coherent pattern. The chosen $\delta$ is high: common initiators lie roughly ten to a hundred times lower, which lengthens the pair exposure by that factor and raises the coherent photon number by its square root. Real resists also have a threshold, partly because oxygen consumes radicals. The model lets excitations add up without loss, so its 1 s coherent exposure should not be read as a working recipe. The model also assumes one perfect pair per pulse, which is an idealization. If one pulse in a hundred held a pair, the exposure would take $2.8\times10^7$ years.

One-photon absorption is a serious neglected effect. A pair causes it with probability $2\sigma_1/A_b$, which equals the two-photon signal at $\sigma_1=\bar p_{\rm pair}A_b/2=5.9\times10^{-30}$ cm². With a rough initiator density of $2\times10^{19}$ cm⁻³, this is an absorption coefficient of $1.2\times10^{-10}$ cm⁻¹. Transparent polymers absorb very roughly $10^{-3}$ cm⁻¹ in this region, mostly as heat. If even one part in $10^7$ of that absorption excited initiator, it would match the signal and blur it with a uniform background. Thermal help stays far below this level in a simple Boltzmann estimate: supplying the missing 1.55 eV at 300 K costs a factor $9\times10^{-27}$, which reduces a rough peak cross-section of $10^{-16}$ cm² to $9\times10^{-43}$ cm². The margin depends on the shape of the absorption tail: an exponential (Urbach) tail with an energy of 51 meV, twice the thermal energy, would already match the signal.

The other corrections are modest. At the field edge the two pulses are 27 fs apart, which lowers the NOON visibility there to 0.73 in the limit of a very broad final level, and to about 0.77 for a level of 300 meV full width at half maximum, whose longer memory lets more of the two pulses interfere. The same delay lowers the field average of the coherent factor from 1.5 to 1.37 and raises the required photon number from $3.5\times10^6$ to $3.6\times10^6$. Radical diffusion with a rough Gaussian width of 20 nm leaves a contrast of 0.88 at 250 nm. The pulse bandwidth, 41 meV, is well below a rough molecular linewidth of 300 meV. In the coherent case, the excited fraction at the crests is 0.027, so depletion is small, and the intensity is far below a rough breakdown value of $10^{13}$ W/cm². None of these changes the conclusion for isolated pairs, whose exposure time is set by $\delta/(A_b^2T)$ and by the pair rate. At one pair every 100 fs, the edge of well-separated pairs, it would still be about 2.3 years. Brighter pair light trades visibility for signal. With ideal squeezed vacuum of mean number $n$ in each beam, $G_2=2\langle E^\dagger E\rangle^2+|\langle E^2\rangle|^2=8n^2+2n(n+1)(1+\cos2\phi)$. This is a pure 250 nm pattern of visibility $(n+1)/(5n+1)$, which tends to 0.2, and in this model it reaches the target in 1 s at $n=1.3\times10^6$ per pulse, or 0.05 mW. The numerical output lists the values used.

## Computed values

```
GENERAL FACTORS (dimensionless)
N=2: NOON/coherent mean rate, N photons: 0.3333
N=2: coherent/NOON fine harmonic: 1.0000
N=2: W at one-photon period, M=10: 11
N=2: W at finest period: 1
N=2: large-field bunching density: 0.5000
N=3: NOON/coherent mean rate, N photons: 0.0889
N=3: coherent/NOON fine harmonic: 1.1250
N=3: W at one-photon period, M=10: 231
N=3: W at finest period: 1
N=3: large-field bunching density: 0.5000
N=4: NOON/coherent mean rate, N photons: 0.0214
N=4: coherent/NOON fine harmonic: 1.3333
N=4: W at one-photon period, M=10: 4576
N=4: W at finest period: 1
N=4: large-field bunching density: 0.4792
EXAMPLE INPUTS (rough typical or chosen)
wavelength: 800 nm
numerical aperture: 0.8; resist index: 1.5
field side: 10 um; pulse: 100 fs
repetition rate: 80 MHz
two-photon cross-section: 1.0e-48 cm^4 s
target mean excited fraction: 0.01
EXAMPLE RESULTS
photon energy: 1.550 eV
cosine of beam angle in resist: 0.8459
beam cross-section: 8.459e-07 cm^2
one-photon fringe period: 500 nm
NOON period: 250 nm = 2500 angstrom
excitation probability per pair: 1.398e-23
same, field side 100 um: 1.398e-27
NOON exposure: 8.944e+12 s = 2.836e+05 years
coherent photons per pulse for 1 s: 3.453e+06
coherent mean power: 0.0686 mW
bunching gain along fringe lines: 21
bunching gain in time, upper estimate: 76
NOON exposure with both gains: 177.7 years
NEGLECTED EFFECTS
one-photon cross-section equal to signal: 5.91e-30 cm^2
initiator density (rough): 2e+19 cm^-3
matching absorption coefficient: 1.18e-10 cm^-1
peak one-photon cross-section (rough): 1e-16 cm^2
thermal factor at 300 K: 9.21e-27
thermally assisted cross-section: 9.21e-43 cm^2
edge delay: 26.7 fs; visibility: 0.733
pulse bandwidth h/T: 41.4 meV
molecular linewidth (rough): 300 meV
radical blur (rough): 20 nm
NOON fringe contrast after blur: 0.881
coherent crest excited fraction: 0.0267
coherent crest intensity: 2.03e+07 W/cm^2
breakdown intensity (rough): 1e+13 W/cm^2
```
